# Vertex rise in a V-groove during conformal film growth: test program

```python
# Result under test: conformal growth of normal thickness h in a sharp V-groove
# raises its vertex by h/sin(q), where q is the angle of each wall to the vertical.
# The rule holds for h <= W/cos(q); W = half-width of the mouth, D = groove depth.
# Lengths are in nm unless a name says otherwise. The film surface is computed
# from its definition, as the envelope of discs and as a set of equal distance.
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, solve_ivp
from scipy.optimize import brentq


def groove(x, q, W):
    return np.minimum(np.abs(x), W) / np.tan(q)


def blunt_groove(x, q, r):
    ax = np.abs(x)
    arc = r / np.sin(q) - np.sqrt(np.maximum(r**2 - ax**2, 0.0))
    return np.where(ax < r * np.cos(q), arc, ax / np.tan(q))


disc_angle = np.linspace(-np.pi / 2, np.pi / 2, 400001)


def envelope(profile, x, h):
    """Film height at x, and the substrate position that determines it."""
    coarse = profile(x + h * np.sin(disc_angle)) + h * np.cos(disc_angle)
    peak = np.argmax(coarse)
    # A maximum at a sharp corner needs a finer search between its neighbours
    low = disc_angle[max(peak - 1, 0)]
    high = disc_angle[min(peak + 1, len(disc_angle) - 1)]
    fine_angle = np.linspace(low, high, 20001)
    source = x + h * np.sin(fine_angle)
    height = profile(source) + h * np.cos(fine_angle)
    best = np.argmax(height)
    return height[best], source[best]


sample_x = np.linspace(-300.0, 300.0, 600001)


def height_from_distance(q, W, h):
    """Height on the axis where the shortest distance to the substrate is h."""
    sample_y = groove(sample_x, q, W)

    def excess(y):
        return np.sqrt(np.min(sample_x**2 + (y - sample_y)**2)) - h

    return brentq(excess, 0.0, W / np.tan(q) + 2 * h, xtol=1e-9)


# Crystal geometry of a groove in (001) silicon with {111} walls
surface_normal = np.array([0.0, 0.0, 1.0])
wall_normal = np.array([1.0, 1.0, 1.0]) / np.sqrt(3.0)
q = np.arcsin(surface_normal @ wall_normal)

# Example inputs; process values are rough typical ones
W = 100.0
cycles = 300
growth_per_cycle = 0.1
h = cycles * growth_per_cycle
D = W / np.tan(q)
rise = h / np.sin(q)
h_limit = W / np.cos(q)


def example_groove(x):
    return groove(x, q, W)


# Main rule at several angles, by two separate constructions
for angle in [np.radians(10), np.radians(20), q, np.radians(60), np.radians(80)]:
    predicted = h / np.sin(angle)
    by_discs, foot = envelope(lambda x: groove(x, angle, W), 0.0, h)
    by_distance = height_from_distance(angle, W, h)
    assert abs(by_discs - predicted) < 1e-6
    assert abs(by_distance - predicted) < 1e-4
    assert abs(abs(foot) - h * np.cos(angle)) < 1e-3

rise_discs, foot_x = envelope(example_groove, 0.0, h)
rise_distance = height_from_distance(q, W, h)
foot_along_wall = np.hypot(foot_x, example_groove(foot_x))
assert abs(foot_along_wall - h / np.tan(q)) < 2e-3

# Range of the rule: just inside, and well beyond the limit
h_inside = 0.99 * h_limit
assert abs(height_from_distance(q, W, h_inside) - h_inside / np.sin(q)) < 1e-4
h_beyond = 150.0
rise_beyond = D + np.sqrt(h_beyond**2 - W**2)
assert h_beyond > h_limit
assert abs(height_from_distance(q, W, h_beyond) - rise_beyond) < 1e-4
assert abs(envelope(example_groove, 0.0, h_beyond)[0] - rise_beyond) < 1e-4
assert abs(h_beyond / np.sin(q) - rise_beyond) > 1.0

# Remaining dimple: height of the land minus height of the vertex
dimple = D + h - rise
dimple_limit = D + h_limit - h_limit / np.sin(q)
dimple_beyond = h_beyond - np.sqrt(h_beyond**2 - W**2)
for thickness, expected in [(h, dimple), (h_limit, dimple_limit),
                            (h_beyond, dimple_beyond)]:
    land = envelope(example_groove, 400.0, thickness)[0]
    vertex = envelope(example_groove, 0.0, thickness)[0]
    assert abs(land - vertex - expected) < 1e-4

# A sharp ridge gains only h
ridge_rise = envelope(lambda x: -np.abs(x) / np.tan(q), 0.0, h)[0]
assert abs(ridge_rise - h) < 1e-6

# Layer-by-layer growth on a grid against growth in one step
grid = np.linspace(-200.0, 200.0, 8001)
dx = grid[1] - grid[0]


def grow_on_grid(surface, step):
    reach = int(round(step / dx))
    padded = np.pad(surface, reach, mode="edge")
    result = np.full_like(surface, -np.inf)
    for j in range(-reach, reach + 1):
        cap = np.sqrt(max(step**2 - (j * dx)**2, 0.0))
        shifted = padded[reach + j:reach + j + len(surface)]
        result = np.maximum(result, shifted + cap)
    return result


layers = 10
layered = example_groove(grid)
for _ in range(layers):
    layered = grow_on_grid(layered, h / layers)
single = grow_on_grid(example_groove(grid), h)
layer_difference = np.max(np.abs(layered - single))
layered_rise = layered[len(grid) // 2]
# Each grid step can miss the best disc point by half a spacing
assert layer_difference < 0.02
assert abs(layered_rise - rise) < 0.02

# Blunt initial vertex, before and after the fillet has vanished
r = 5.0
blunt_loss = r * (1 / np.sin(q) - 1)
blunt_rise = rise - blunt_loss
blunt_start = float(blunt_groove(0.0, q, r))
for thickness, expected in [(3.0, 3.0), (h, blunt_rise)]:
    top = envelope(lambda x: blunt_groove(x, q, r), 0.0, thickness)[0]
    assert abs(top - blunt_start - expected) < 1e-5

# Effect of an angle error of one degree
angle_shift = h / np.sin(q + np.radians(1.0)) - rise
shifted_top = envelope(lambda x: groove(x, q + np.radians(1.0), W), 0.0, h)[0]
assert abs(shifted_top - rise_discs - angle_shift) < 1e-5

# Geometric gap under a ball of the precursor's size resting in the vertex
precursor_radius = 0.3
ball_gap = precursor_radius * (1 / np.sin(q) - 1)
ball_x = np.linspace(-precursor_radius, precursor_radius, 200001)
ball_bottom = -np.sqrt(np.maximum(precursor_radius**2 - ball_x**2, 0.0))
lowest_centre = np.max(np.abs(ball_x) / np.tan(q) - ball_bottom)
assert abs(lowest_centre - precursor_radius - ball_gap) < 1e-7

# Direct flux at the vertex relative to open land, from the cosine law
inward_normal = np.array([-np.cos(q), np.sin(q), 0.0])


def flux_integrand(theta, azimuth):
    direction = np.array([np.sin(theta) * np.sin(azimuth),
                          np.sin(theta) * np.cos(azimuth), np.cos(theta)])
    return max(direction @ inward_normal, 0.0) * np.sin(theta) / np.pi


flux_fraction = np.sin(q)**2
flux_numeric = dblquad(flux_integrand, -q, q, 0.0, np.pi)[0]
assert abs(flux_numeric - flux_fraction) < 1e-7

# Saturation of the metal-precursor pulse (SI units)
temperature = 473.0
pulse_torr = 0.1
pulse_time = 0.1
sticking = 0.005
film_density = 3000.0
precursor_mass = 72.09e-3 / const.N_A
oxide_molar_mass = 101.96e-3
thermal_energy = const.k * temperature
flux = pulse_torr * const.torr / np.sqrt(2 * np.pi * precursor_mass * thermal_energy)
sites = 2 * film_density * const.N_A / oxide_molar_mass * growth_per_cycle * 1e-9
land_exponent = sticking * flux * pulse_time / sites
empty_fraction = np.exp(-land_exponent * flux_fraction)
rate = sticking * flux * flux_numeric / sites
solution = solve_ivp(lambda t, empty: -rate * empty, (0.0, pulse_time), [1.0],
                     rtol=1e-9, atol=1e-14)
assert abs(solution.y[0, -1] / empty_fraction - 1) < 1e-5
supply_loss = rise * empty_fraction

# Gas collisions: mean free path against mouth width
total_torr = 1.0
molecule_diameter = 0.5
free_path = thermal_energy / (np.sqrt(2) * np.pi * (molecule_diameter * 1e-9)**2
                              * total_torr * const.torr)
knudsen = free_path / (2 * W * 1e-9)
assert knudsen > 10

print(f"Half opening angle q: {np.degrees(q):.2f} degrees")
print(f"sin q: {np.sin(q):.5f}")
print(f"Rise per unit thickness, 1/sin q: {1 / np.sin(q):.4f}")
print(f"Mouth width 2W: {2 * W:.0f} nm")
print(f"Groove depth D: {D:.2f} nm")
print(f"Number of cycles: {cycles}")
print(f"Growth per cycle (rough): {growth_per_cycle:.2f} nm")
print(f"Film thickness h: {h:.2f} nm")
print(f"Vertex rise, formula: {rise:.3f} nm")
print(f"Vertex rise, disc envelope: {rise_discs:.3f} nm")
print(f"Vertex rise, shortest distance: {rise_distance:.3f} nm")
print(f"Vertex rise per cycle: {growth_per_cycle / np.sin(q):.4f} nm")
print(f"Horizontal distance of wall foot from axis: {abs(foot_x):.2f} nm")
print(f"Distance of wall foot along wall: {foot_along_wall:.2f} nm")
print(f"Remaining dimple depth: {dimple:.2f} nm")
print(f"Largest h for the rule: {h_limit:.2f} nm")
print(f"Dimple depth at that limit: {dimple_limit:.2f} nm")
print(f"Thickness beyond the limit: {h_beyond:.1f} nm")
print(f"True vertex rise there: {rise_beyond:.2f} nm")
print(f"h/sin q there, no longer valid: {h_beyond / np.sin(q):.2f} nm")
print(f"Dimple depth there: {dimple_beyond:.2f} nm")
print(f"Rise over a sharp ridge for the example h: {ridge_rise:.2f} nm")
print(f"Number of layers in grid test: {layers}")
print(f"Vertex rise from layered growth: {layered_rise:.3f} nm")
print(f"Largest layered/single difference: {layer_difference:.4f} nm")
print(f"Initial vertex radius (rough): {r:.1f} nm")
print(f"Loss of rise by blunt vertex: {blunt_loss:.2f} nm")
print(f"Rise from blunt bottom: {blunt_rise:.2f} nm")
print(f"Change of rise for q larger by 1 degree: {angle_shift:.2f} nm")
print(f"Precursor radius (rough): {precursor_radius:.2f} nm")
print(f"Gap under precursor-sized ball: {ball_gap:.2f} nm")
print(f"Direct flux fraction at vertex, formula: {flux_fraction:.4f}")
print(f"Direct flux fraction at vertex, integral: {flux_numeric:.4f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Precursor pressure (rough): {pulse_torr:.2f} Torr")
print(f"Pulse time (rough): {pulse_time:.2f} s")
print(f"Initial sticking probability (rough): {sticking:.3f}")
print(f"Film density (rough): {film_density / 1000:.1f} g/cm3")
print(f"Precursor flux on land: {flux * 1e-18:.3e} per nm2 per s")
print(f"Al atoms added per cycle: {sites * 1e-18:.2f} per nm2")
print(f"Saturation exponent on land: {land_exponent:.2f}")
print(f"Upper bound on empty sites at vertex: {empty_fraction:.2e}")
print(f"Upper bound on resulting loss of rise: {supply_loss:.4f} nm")
print(f"Total gas pressure (rough): {total_torr:.1f} Torr")
print(f"Molecule diameter for collisions (rough): {molecule_diameter:.1f} nm")
print(f"Mean free path: {free_path * 1e6:.1f} micrometres")
print(f"Mean free path / mouth width: {knudsen:.0f}")
print("verified")
```

It prints:

```
Half opening angle q: 35.26 degrees
sin q: 0.57735
Rise per unit thickness, 1/sin q: 1.7321
Mouth width 2W: 200 nm
Groove depth D: 141.42 nm
Number of cycles: 300
Growth per cycle (rough): 0.10 nm
Film thickness h: 30.00 nm
Vertex rise, formula: 51.962 nm
Vertex rise, disc envelope: 51.962 nm
Vertex rise, shortest distance: 51.962 nm
Vertex rise per cycle: 0.1732 nm
Horizontal distance of wall foot from axis: 24.49 nm
Distance of wall foot along wall: 42.43 nm
Remaining dimple depth: 119.46 nm
Largest h for the rule: 122.47 nm
Dimple depth at that limit: 51.76 nm
Thickness beyond the limit: 150.0 nm
True vertex rise there: 253.22 nm
h/sin q there, no longer valid: 259.81 nm
Dimple depth there: 38.20 nm
Rise over a sharp ridge for the example h: 30.00 nm
Number of layers in grid test: 10
Vertex rise from layered growth: 51.962 nm
Largest layered/single difference: 0.0051 nm
Initial vertex radius (rough): 5.0 nm
Loss of rise by blunt vertex: 3.66 nm
Rise from blunt bottom: 48.30 nm
Change of rise for q larger by 1 degree: -1.24 nm
Precursor radius (rough): 0.30 nm
Gap under precursor-sized ball: 0.22 nm
Direct flux fraction at vertex, formula: 0.3333
Direct flux fraction at vertex, integral: 0.3333
Temperature: 473 K
Precursor pressure (rough): 0.10 Torr
Pulse time (rough): 0.10 s
Initial sticking probability (rough): 0.005
Film density (rough): 3.0 g/cm3
Precursor flux on land: 1.902e+05 per nm2 per s
Al atoms added per cycle: 3.54 per nm2
Saturation exponent on land: 26.84
Upper bound on empty sites at vertex: 1.30e-04
Upper bound on resulting loss of rise: 0.0068 nm
Total gas pressure (rough): 1.0 Torr
Molecule diameter for collisions (rough): 0.5 nm
Mean free path: 44.1 micrometres
Mean free path / mouth width: 220
verified
```
